# Bethe-lattice cavity recursion, Kesten–McKay density and semicircular limit: verification in Python

```python
# Non-interacting Bethe lattice: every site has z neighbours, no loops, hopping -t.
# Result under test, with K = (z-1) t^2 and Im(omega) > 0:
#   cavity function   Gc = 1/(omega - K Gc)      (neighbour of a deleted site)
#   local function    G  = 1/(omega - z t^2 Gc)
#   density of states rho(e) = z sqrt(4K - e^2) / (2 pi (z^2 t^2 - e^2)), |e| < 2 sqrt(K)
#   t = t_star/sqrt(z), z -> infinity: rho(e) = sqrt(4 t_star^2 - e^2)/(2 pi t_star^2)
# Energies are in eV unless a dimensionless lattice with t = 1 is used.
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import csc_matrix, identity
from scipy.sparse.linalg import splu


def cavity_green(omega, z, t):
    K = (z - 1) * t**2
    return omega * (1 - np.sqrt(1 - 4 * K / omega**2 + 0j)) / (2 * K)


def local_green(omega, z, t):
    return 1 / (omega - z * t**2 * cavity_green(omega, z, t))


def density(energy, z, t):
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    result = np.zeros_like(energy)
    radicand = 4 * (z - 1) * t**2 - energy**2
    inside = radicand > 0
    result[inside] = (z * np.sqrt(radicand[inside])
                      / (2 * np.pi * (z**2 * t**2 - energy[inside]**2)))
    return result


def semicircle(energy, t_star):
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    return np.sqrt(np.maximum(4 * t_star**2 - energy**2, 0)) / (2 * np.pi * t_star**2)


nodes, node_weights = np.polynomial.legendre.leggauss(400)


def band_quadrature(half_width):
    """Points and weights for an integral over the band, energy = half_width*sin(angle)."""
    angle = nodes * np.pi / 2
    return half_width * np.sin(angle), node_weights * np.pi / 2 * half_width * np.cos(angle)


def cayley_adjacency(z, generations):
    """Adjacency matrix of a finite tree grown from its centre, site 0."""
    first, second, shell, count = [], [], [0], 1
    for _ in range(generations):
        new_shell = []
        for site in shell:
            for _ in range(z if site == 0 else z - 1):
                first.append(site)
                second.append(count)
                new_shell.append(count)
                count += 1
        shell = new_shell
    rows, columns = first + second, second + first
    return csc_matrix((np.ones(len(rows)), (rows, columns)), shape=(count, count))


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


def cplx(value):
    return f"{value.real:.6f}{value.imag:+.6f}i"


z, t_star = 4, 1.0
t = t_star / np.sqrt(z)
K = (z - 1) * t**2
edge = 2 * np.sqrt(K)
omega = 0.5 + 0.5j
hartree = physical_constants["Hartree energy in eV"][0]
show("coordination z", z)
show("scaled hopping t_star", f"{t_star:.4f}", "eV")
show("hopping t", f"{t:.4f}", "eV")
show("K = (z-1)t^2", f"{K:.4f}", "eV^2")
show("omega", cplx(omega), "eV")

# Elimination of one site on a lattice with a loop: a ring of four sites.
ring = np.zeros((4, 4))
for site in range(4):
    ring[site, (site + 1) % 4] = ring[(site + 1) % 4, site] = -t
ring_direct = np.linalg.inv(omega * np.eye(4) - ring)[0, 0]
ring_cavity = np.linalg.inv(omega * np.eye(3) - ring[1:, 1:])
coupling = ring[0, 1:]
ring_full = 1 / (omega - coupling @ ring_cavity @ coupling)
ring_diagonal = 1 / (omega - np.sum(coupling**2 * np.diag(ring_cavity)))
assert abs(ring_direct - ring_full) < 1e-12
assert abs(ring_direct - ring_diagonal) > 0.01
show("ring G, direct inversion", cplx(ring_direct), "1/eV")
show("ring G, all cavity terms", cplx(ring_full), "1/eV")
show("ring G, diagonal terms only", cplx(ring_diagonal), "1/eV")

# Recursion for finite branches, compared with the chosen root.
Gc, G = cavity_green(omega, z, t), local_green(omega, z, t)
branch = [1 / omega]
for _ in range(60):
    branch.append(1 / (omega - K * branch[-1]))
assert abs(branch[-1] - Gc) < 1e-12
assert Gc.imag < 0 and K * abs(Gc)**2 < 1
error_ratio = (branch[21] - Gc) / (branch[20] - Gc)
assert abs(error_ratio - K * Gc**2) < 1e-4
for n in (0, 1, 2, 3, 5, 10, 20):
    show(f"branch g_{n}", f"{cplx(branch[n])} 1/eV, error {abs(branch[n] - Gc):.2e}", "1/eV")
show("closed form Gc", cplx(Gc), "1/eV")
show("closed form G", cplx(G), "1/eV")
show("error factor per step, measured", f"{abs(error_ratio):.5f}")
show("error factor K|Gc|^2", f"{K * abs(Gc)**2:.5f}")

# Direct inversion for an explicit finite tree, whole and with its centre removed.
generations = 6
tree = cayley_adjacency(z, generations)
size = tree.shape[0]
unit_vector = np.zeros(size, dtype=complex)
unit_vector[0] = 1
tree_matrix = (omega * identity(size, format="csc") + t * tree).tocsc()
tree_centre = splu(tree_matrix).solve(unit_vector)[0]
cut_solver = splu(tree_matrix[1:, 1:].tocsc())
neighbour_vectors = np.zeros((size - 1, z), dtype=complex)
neighbour_vectors[:z, :z] = np.eye(z)
cavity_block = cut_solver.solve(neighbour_vectors)[:z, :]
assert np.allclose(cavity_block, branch[generations - 1] * np.eye(z), atol=1e-12)
tree_from_recursion = 1 / (omega - z * t**2 * branch[generations - 1])
assert abs(tree_centre - tree_from_recursion) < 1e-12
show("finite tree: generations, sites", f"{generations}, {size}")
show("tree centre G, direct inversion", cplx(tree_centre), "1/eV")
show("tree centre G, recursion", cplx(tree_from_recursion), "1/eV")
degrees = np.asarray(tree.sum(axis=1)).ravel()
surface_fraction = np.mean(degrees == 1)
mean_degree = (tree @ tree).diagonal().mean()
assert abs(surface_fraction - (z - 2) / (z - 1)) < 1e-3
assert abs(mean_degree - 2) < 2e-3
show("surface fraction of finite tree", f"{surface_fraction:.4f}")
show("site-averaged second moment / t^2", f"{mean_degree:.4f}")

# Density from the iterated recursion just above the real axis.
sample = np.array([0.0, 0.5, 1.0, 1.4])
shifted = sample + 1e-3j
iterate = 1 / shifted
for _ in range(20000):
    iterate = 1 / (shifted - K * iterate)
density_recursion = -(1 / (shifted - z * t**2 * iterate)).imag / np.pi
density_formula = density(sample, z, t)
assert np.max(abs(density_recursion - density_formula)) < 1e-3
show("imaginary shift for next lines", f"{shifted[0].imag:.4f}", "eV")
for e, numeric, formula in zip(sample, density_recursion, density_formula):
    show(f"rho({e:.1f} eV) recursion, formula", f"{numeric:.5f}, {formula:.5f}", "1/eV")

# Moments of the density against closed walks counted on explicit trees (t = 1).
for coordination in (2, 3, 4, 5):
    adjacency = cayley_adjacency(coordination, 6)
    walk = np.zeros(adjacency.shape[0])
    walk[0] = 1
    energies, weights = band_quadrature(2 * np.sqrt(coordination - 1))
    rho_weights = weights * density(energies, coordination, 1.0)
    counts = []
    for half_length in range(7):
        counts.append(walk @ walk)
        moment = np.sum(rho_weights * energies**(2 * half_length))
        assert abs(moment / counts[-1] - 1) < 1e-8
        walk = adjacency @ walk
    assert counts[1] == coordination
    assert counts[2] == coordination * (2 * coordination - 1)
    if coordination == z:
        show("closed walks, lengths 0,2,4,6,8", ", ".join(f"{c:.0f}" for c in counts[:5]))

# Spectral integral against the closed form, in the plane and at the apparent pole.
energies, weights = band_quadrature(edge)
rho_weights = weights * density(energies, z, t)
assert abs(np.sum(rho_weights / (omega - energies)) - G) < 1e-10
pole_energy = z * t
green_at_pole = np.sum(rho_weights / (pole_energy - energies))
assert abs(green_at_pole - (z - 1) / (z * (z - 2) * t)) < 1e-10
show("total weight of rho", f"{np.sum(rho_weights):.8f}")
show("energy zt", f"{pole_energy:.4f}", "eV")
show("G(zt) from spectral integral", f"{green_at_pole:.6f}", "1/eV")

# Coordination two is the chain, whose function is an average over Bloch waves.
momenta = 2 * np.pi * np.arange(400) / 400
chain_green = np.mean(1 / (omega + 2 * t * np.cos(momenta)))
assert abs(chain_green - local_green(omega, 2, t)) < 1e-12

# Positions of the maxima (t = 1).
for coordination in range(3, 11):
    grid = np.linspace(0, 2 * np.sqrt(coordination - 1), 200001)
    found = grid[np.argmax(density(grid, coordination, 1.0))]
    expected = np.sqrt(max(8 * (coordination - 1) - coordination**2, 0))
    assert abs(found - expected) < 1e-3
    if coordination == z:
        peak = found * t
show("band edge", f"{edge:.6f} eV = {edge / hartree:.6f}", "hartree")
centre_density = density(0.0, z, t)[0]
show("rho(0)", f"{centre_density:.6f} 1/eV = {centre_density * hartree:.5f}", "1/hartree")
show("position of maximum", f"{peak:.4f}", "eV")
show("rho at maximum", f"{density(peak, z, t)[0]:.6f}", "1/eV")
show("semicircle edge", f"{2 * t_star:.4f}", "eV")
show("semicircle rho(0)", f"{semicircle(0.0, t_star)[0]:.6f}", "1/eV")

# Approach to the semicircle at fixed t_star.
for coordination in (4, 10, 100, 1000):
    hopping = t_star / np.sqrt(coordination)
    finite_edge = 2 * hopping * np.sqrt(coordination - 1)
    grid = np.append(np.linspace(0, 2 * t_star, 20001), finite_edge)
    largest = np.max(abs(density(grid, coordination, hopping) - semicircle(grid, t_star)))
    # Rounding under the square root at the edge limits agreement to about 1e-8.
    assert abs(largest - 1 / (np.pi * t_star * np.sqrt(coordination))) < 1e-6
    centre = density(0.0, coordination, hopping)[0]
    show(f"z={coordination}: rho(0), largest deviation", f"{centre:.6f}, {largest:.6f}", "1/eV")
large_z = 1000
large_hopping = t_star / np.sqrt(large_z)
for e in (0.0, 1.0, 1.5):
    relative = density(e, large_z, large_hopping)[0] / semicircle(e, t_star)[0] - 1
    predicted = e**2 / t_star**2 - 2 * t_star**2 / (4 * t_star**2 - e**2)
    # The next order in 1/z is of relative size a few thousandths here.
    assert abs(large_z * relative - predicted) < 0.02

# Self-consistency of the semicircular function and the limit of the hybridization.
energies, weights = band_quadrature(2 * t_star)
G_limit = np.sum(weights * semicircle(energies, t_star) / (omega - energies))
assert abs(G_limit - 1 / (omega - t_star**2 * G_limit)) < 1e-10
assert abs(local_green(omega, large_z, large_hopping) - G_limit) < 5e-3
show("semicircle G at omega", cplx(G_limit), "1/eV")
for coordination in (4, 100, 1000):
    hopping = t_star / np.sqrt(coordination)
    hybridization = coordination * hopping**2 * cavity_green(omega, coordination, hopping)
    gap = hybridization - t_star**2 * local_green(omega, coordination, hopping)
    show(f"z={coordination}: |z t^2 Gc - t_star^2 G|", f"{abs(gap):.6f}", "eV")
assert abs(large_z * gap + t_star**4 * G_limit**3) < 0.02

print("verified")
```

It prints:

```
coordination z: 4
scaled hopping t_star: 1.0000 eV
hopping t: 0.5000 eV
K = (z-1)t^2: 0.7500 eV^2
omega: 0.500000+0.500000i eV
ring G, direct inversion: 0.400000-0.800000i 1/eV
ring G, all cavity terms: 0.400000-0.800000i 1/eV
ring G, diagonal terms only: 0.235294-0.941176i 1/eV
branch g_0: 1.000000-1.000000i 1/eV, error 7.82e-01 1/eV
branch g_1: -0.153846-0.769231i 1/eV, error 3.95e-01 1/eV
branch g_2: 0.400000-0.700000i 1/eV, error 2.05e-01 1/eV
branch g_3: 0.183381-0.939828i 1/eV, error 1.27e-01 1/eV
branch g_5: 0.261701-0.853639i 1/eV, error 3.73e-02 1/eV
branch g_10: 0.238107-0.827132i 1/eV, error 1.91e-03 1/eV
branch g_20: 0.237437-0.825347i 1/eV, error 5.12e-06 1/eV
closed form Gc: 0.237438-0.825342i 1/eV
closed form G: 0.143832-0.726028i 1/eV
error factor per step, measured: 0.55317
error factor K|Gc|^2: 0.55318
finite tree: generations, sites: 6, 1457
tree centre G, direct inversion: 0.126143-0.716543i 1/eV
tree centre G, recursion: 0.126143-0.716543i 1/eV
surface fraction of finite tree: 0.6671
site-averaged second moment / t^2: 1.9986
imaginary shift for next lines: 0.0010 eV
rho(0.0 eV) recursion, formula: 0.27558, 0.27566 1/eV
rho(0.5 eV) recursion, formula: 0.28143, 0.28152 1/eV
rho(1.0 eV) recursion, formula: 0.29993, 0.30011 1/eV
rho(1.4 eV) recursion, formula: 0.31779, 0.31825 1/eV
closed walks, lengths 0,2,4,6,8: 1, 4, 28, 232, 2092
total weight of rho: 1.00000000
energy zt: 2.0000 eV
G(zt) from spectral integral: 0.750000 1/eV
band edge: 1.732051 eV = 0.063652 hartree
rho(0): 0.275664 1/eV = 7.50121 1/hartree
position of maximum: 1.4142 eV
rho at maximum: 0.318310 1/eV
semicircle edge: 2.0000 eV
semicircle rho(0): 0.318310 1/eV
z=4: rho(0), largest deviation: 0.275664, 0.159155 1/eV
z=10: rho(0), largest deviation: 0.301975, 0.100658 1/eV
z=100: rho(0), largest deviation: 0.316714, 0.031831 1/eV
z=1000: rho(0), largest deviation: 0.318151, 0.010066 1/eV
semicircle G at omega: 0.187621-0.751944i 1/eV
z=4: |z t^2 Gc - t_star^2 G|: 0.136475 eV
z=100: |z t^2 Gc - t_star^2 G|: 0.004682 eV
z=1000: |z t^2 Gc - t_star^2 G|: 0.000466 eV
verified
```
